# Recovering true telegraph switching rates from a detector with finite response time

**Question**

I am recording random telegraph noise in the read current of a resistive-switching cell. The current jumps between two levels, A and B, and I want the rates at which the trap leaves each level. My recorded trace has mean dwell times of 400 µs in A and 250 µs in B. The detection chain needs time to respond: after a lone jump, the recorded level follows with a mean delay of 50 µs, and I model this delay as exponentially distributed.

Let \(a\) and \(b\) be the true rates of leaving A and B, and \(g=1/(50\ \text{µs})\) the response rate. A visit to B is noticed only if the detector responds before the trap returns, which has probability \(g/(b+g)\). So I wrote the measured rate of leaving A as \(a^*=a\,g/(b+g)\), and the same with the letters exchanged for B. A colleague says that this is incomplete, because the detector's delay also changes the time I divide by. What is the right relation, can it be inverted for both rates at once, and how far can I trust the result?

**Answer**

Your colleague is right. Your probability is correct, but a dwell shown as A contains some time during which the trap is really in B. To count that time, follow the true state and the shown state together.

**The model**

The trap leaves A and B at constant rates \(a\) and \(b\), without memory. When the true state comes to differ from the shown one, the detector starts to respond, and flips at rate \(g\). If the trap returns first, the response is cancelled and the visit is missed. The measured rates are defined as reciprocal mean shown dwells,
\[
a^*=\frac1{T_A},\qquad b^*=\frac1{T_B}.
\]
This definition matters, because a rate fitted to the tail of a dwell histogram is a different quantity, treated below.

The detector can flip only when it disagrees with the trap, and the flip brings them into agreement. Every shown A dwell therefore begins with the trap truly in A. Let \(T_0\) be the mean time until the detector leaves A, starting with the trap in A, and \(T_1\) the same time starting with the trap in B while A is still shown.

From the first situation the trap must first jump to B, which takes \(1/a\) on average. From the second, something happens at total rate \(b+g\): either the trap returns, with probability \(b/(b+g)\), or the detector flips and the dwell ends. Hence
\[
T_0=\frac1a+T_1,\qquad T_1=\frac1{b+g}+\frac{b}{b+g}\,T_0 .
\]
Insert the second equation into the first and collect \(T_0\) on the left:
\[
T_0\,\frac{g}{b+g}=\frac1a+\frac1{b+g}=\frac{a+b+g}{a(b+g)} .
\]
Multiplication by \((b+g)/g\) gives \(T_A=T_0=(a+b+g)/(ag)\). Exchanging \(a\) and \(b\) gives \(T_B\), so
\[
a^*=\frac{a\,g}{a+b+g},\qquad b^*=\frac{b\,g}{a+b+g}.
\]

To see what your formula lacks, note that a shown A dwell contains on average \((b+g)/g\) excursions to B, the last of which is noticed. Each lasts \(1/(b+g)\) before it is either cancelled or noticed, so the trap spends a mean time \(1/g\) in B while A is shown. The remaining time is \((b+g)/(ag)\), and the fraction of the shown dwell truly spent in A is \((b+g)/(a+b+g)\). Thus
\[
a^*=a\times\frac{b+g}{a+b+g}\times\frac{g}{b+g}.
\]
The last factor is your detection probability. The middle one accounts for the time when the trap is not in A and so cannot leave it.

**Inverting both relations**

Add the two measured rates and subtract the sum from \(g\):
\[
g-a^*-b^*=g-\frac{g(a+b)}{a+b+g}=\frac{g^2}{a+b+g}.
\]
Therefore \((a+b+g)/g=g/(g-a^*-b^*)\). Since \(a=a^*(a+b+g)/g\), and likewise for \(b\),
\[
\boxed{\,a=\frac{a^*g}{g-a^*-b^*},\qquad b=\frac{b^*g}{g-a^*-b^*}\,}
\]
Within this model the inversion is exact and unique. Both rates receive the same factor, so \(a/b=a^*/b^*\): the detector slows the apparent switching but leaves the ratio of the rates unchanged.

For your data, \(a^*=2500\), \(b^*=4000\) and \(g=20000\ \text{s}^{-1}\). The denominator is \(20000-2500-4000=13500\ \text{s}^{-1}\), and the common factor is \(20000/13500=1.481\). Thus
\[
a=3704\ \text{s}^{-1},\qquad b=5926\ \text{s}^{-1},
\]
which correspond to true mean dwells of 270 µs and 169 µs. The ratio remains 0.625. The number of shown flips per true switch is \(g/(a+b+g)=0.675\), because the mean cycle \(1/a+1/b\) is lengthened by the inverse of that factor. About a third of the switches leave no trace in the record.

**Slow and fast limits**

When \(a^*+b^*\ll g\), expansion of the denominator gives
\[
a\simeq a^*\left(1+\frac{a^*+b^*}{g}\right).
\]
The leading correction to each rate contains both measured rates, so even a state whose own rate is far below \(g\) can need a noticeable correction, merely because the other state is short-lived.

In the opposite limit, \(a+b\gg g\), the sum \(a^*+b^*=g(a+b)/(a+b+g)\) approaches \(g\) from below. The shown trace then says little about the true speed, since a small change in the measured rates produces a large change in the recovered ones. If the measured sum exceeds \(g\) by more than its statistical error, no positive \(a\) and \(b\) fit: the latency is overestimated, noise adds false flips, or the detector model is wrong.

**If the rates come from histogram tails**

The shown dwells are not exponentially distributed. During a shown A dwell, let \(P_0(t)\) and \(P_1(t)\) be the probabilities that the dwell still lasts and the trap is in A or B. They obey
\[
\dot P_0=-aP_0+bP_1,\qquad \dot P_1=aP_0-(b+g)P_1 .
\]
A solution proportional to \(e^{-\lambda t}\) requires \((a-\lambda)(b+g-\lambda)-ab=0\), or
\[
\lambda^2-(a+b+g)\lambda+ag=0 .
\]
Call the roots \(\lambda_-<\lambda_+\). The initial values \(P_1(0)=0\) and \(\dot P_1(0)=a\) fix \(P_1\), and the dwell ends at rate \(gP_1\). Its density is therefore
\[
f_A(t)=\frac{ag}{\lambda_+-\lambda_-}\left(e^{-\lambda_-t}-e^{-\lambda_+t}\right).
\]
It vanishes at \(t=0\), because the trap must leave A before the detector can respond. Setting \(\dot f_A=0\) puts the maximum at \(\ln(\lambda_+/\lambda_-)/(\lambda_+-\lambda_-)\). With the recovered rates, the roots for A are 2756 and 26873 s⁻¹, and the maximum lies at 94 µs. A strongly depleted first part of the histogram is thus a feature to look for in your data. Unless noise adds short false dwells that fill the gap, its absence speaks against this detector model: for the RC detector treated below, the density starts at \(a/2\), because a jump soon after a crossing brings the signal back to the threshold in about twice the time.

At long times the slow root alone survives. Let \(s_A\) and \(s_B\) be the tail decay rates for A and B. Each satisfies its own quadratic, which is linear in the unknown \(a\) and \(b\):
\[
a(g-s_A)-b\,s_A=s_A(g-s_A),
\]
\[
b(g-s_B)-a\,s_B=s_B(g-s_B).
\]
Multiply the first by \(g-s_B\), the second by \(s_A\), and add. The terms in \(b\) cancel. On the left, the coefficient of \(a\) is \((g-s_A)(g-s_B)-s_As_B=g(g-s_A-s_B)\). On the right, \(s_A(g-s_B)\) is a common factor. Hence
\[
a=\frac{s_A(g-s_B)(g-s_A+s_B)}{g(g-s_A-s_B)},
\]
and \(b\) follows by exchanging the labels.

For your example the model gives \(s_A=2756\) and \(s_B=4767\ \text{s}^{-1}\), and the slope formula returns the rates found above. Putting these slopes into the boxed formula instead would give 4419 and 7641 s⁻¹, which are 19% and 29% above the true rates. Use the boxed formula with mean dwells and this one with tail slopes.

**Uncertainty**

Write \(D=g-a^*-b^*\). Differentiating \(\ln a=\ln a^*+\ln g-\ln D\) gives
\[
\frac{\partial\ln a}{\partial\ln a^*}=1+\frac{a^*}{D},\qquad
\frac{\partial\ln a}{\partial\ln b^*}=\frac{b^*}{D},
\]
\[
\frac{\partial\ln a}{\partial\ln g}=1-\frac gD=-\frac{a^*+b^*}{D}.
\]
For your numbers these are 1.185, 0.296 and −0.481. All three grow in size as \(D\) shrinks, which is how the fast limit shows up in practice.

The statistical error also needs the spread of the dwells. Since \(ag=\lambda_+\lambda_-\), the density \(f_A\) is that of a sum of two independent exponential times with rates \(\lambda_-\) and \(\lambda_+\). Its variance is \(1/\lambda_-^2+1/\lambda_+^2\). Let \(v_A\) be this variance divided by \(T_A^2\), and \(v_B\) the same for B. Successive shown dwells are independent, because each starts from agreement and the trap has no memory. For \(N\) cycles, to leading order in \(1/N\),
\[
\left(\frac{\delta a}{a}\right)^2=\frac1N\left[\left(1+\frac{a^*}{D}\right)^2v_A+\left(\frac{b^*}{D}\right)^2v_B\right].
\]
A record of 10000 cycles, 6.5 s long, gives a standard error of 1.1% for each rate.

An error in the calibrated latency can matter more. If it were 55 µs instead of 50 µs, with the same measured dwells, both recovered rates would rise by 5.1%. A longer record does not reduce that error.

**If the two latencies differ**

Let \(g_A\) be the response rate for noticing an exit from A, and \(g_B\) that for an exit from B. The equations for a shown A dwell contain only \(g_A\). With \(S=a+b\) they give \(a^*=ag_A/(S+g_A)\), so
\[
a=a^*\left(1+\frac S{g_A}\right),\qquad b=b^*\left(1+\frac S{g_B}\right).
\]
Adding these and solving for \(S\),
\[
S=\frac{a^*+b^*}{1-a^*/g_A-b^*/g_B}.
\]
Suppose the latencies were 40 µs for exits from A and 60 µs for exits from B, with your measured dwells unchanged. Then \(S=6500/(1-0.10-0.24)=9848\ \text{s}^{-1}\), which gives \(a=3485\) and \(b=6364\ \text{s}^{-1}\). These differ from the equal-latency values by −5.9% and +7.4%, and the ratio \(a/b\) drops from 0.625 to 0.548. Within the exponential-latency model, equal latencies protect the ratio, so measure the response to both directions of jump.

**An RC filter with a threshold is a different detector**

Many detection chains are closer to a low-pass filter followed by a threshold. Their delay after a lone step is fixed, and the filter remembers recent jumps. To see how much this matters, let the filter output \(x\) relax at rate \(\gamma\) towards 1 in A and towards 0 in B, with the threshold at \(x=1/2\).

Let \(p_A(x)\) and \(p_B(x)\) be the stationary densities. The upward flow \(\gamma(1-x)p_A\) must equal the downward flow \(\gamma xp_B\); call either one \(J\). Conservation of probability in A gives
\[
\frac{dJ}{dx}=-ap_A+bp_B=J\left[\frac b{\gamma x}-\frac a{\gamma(1-x)}\right],
\]
so \(J=Cx^{b/\gamma}(1-x)^{a/\gamma}\). The total density is \(p_A+p_B=J/[\gamma x(1-x)]\). Its normalization gives \(C=\gamma/\mathrm B(a/\gamma,b/\gamma)\), with \(\mathrm B\) the beta function. The rate of upward threshold crossings is therefore
\[
J(1/2)=\frac{\gamma\,2^{-(a+b)/\gamma}}{\mathrm B(a/\gamma,b/\gamma)}.
\]
The mean shown A dwell is the probability of \(x>1/2\) divided by this rate; for B, use the probability of \(x<1/2\).

A lone step reaches the threshold after \(\ln2/\gamma\). Matching this to 50 µs requires an RC time of 72 µs, or a bandwidth of 2.2 kHz. For slow switching the crossing rate becomes \([ab/(a+b)][1-(a+b)\ln2/\gamma]\) to first order in the correction, the same as for the random-latency detector with \(g=\gamma/\ln2\). At your switching speed the two models differ. Solving numerically for the rates that give shown dwells of 400 and 250 µs with the RC detector yields 3557 and 5475 s⁻¹, which are 4.0% and 7.6% below the boxed results. Their ratio is 0.650 rather than 0.625, although the delay after a lone step is the same in both directions.

**How this compares with a real measurement**

Telegraph noise in resistive-switching cells covers a very wide range of times. Dwells of a few hundred microseconds are on the fast side for a sensitive current amplifier of kilohertz bandwidth, which is why the correction here is large. For rough sizes, I take a 2 nA current step, 0.2 nA rms Gaussian noise and one sample every 5 µs:

- Sampling: advancing the joint chain from sample to sample with a matrix exponential, then applying the boxed formula to the sampled dwells, changes the recovered rates by −0.11%. This small figure belongs to the random-latency detector, whose dwell density vanishes at \(t=0\). For the RC detector the densities start at \(a/2\) and \(b/2\), so a sampling interval \(\Delta\) loses a fraction of about \((a+b)\Delta/4\) of the crossings, 1.1% here, and the rates recovered with the RC relation fall by about 1.5%.
- False triggers: the threshold lies five noise widths from each settled level, so about 0.06 samples per second fall on the wrong side, against thousands of real flips. This estimate holds for settled levels only. An RC-filtered signal passes the threshold slowly, and noise can then make it cross several times. In a simulation with the RC rates above, white noise of this size added after the filter raised the number of crossings about 3.5 times; noise of the same rms value that had passed through the filter raised it by about 20%. Both figures hold for 5 µs sampling and grow with finer sampling: at 1 µs the number of crossings rose about 17-fold and twofold. Two thresholds separated well beyond the noise suppress such crossings, but they also change the delay, and the midpoint RC relation is then no longer exact.
- Temperature: for a thermally activated trap with an assumed barrier of 0.5 eV, warming from 300 to 301 K raises the rate by 6.6%.

In this example, then, the 1.1% statistical error is not the limit. The detector's response law, its calibration and temperature stability can each matter at the level of several per cent, and repeated threshold crossings of a filtered, noisy signal can matter much more. A trap with more than two internal states can break the assumption of memoryless switching, and these formulas do not estimate that error. I would quote \(a\approx3.7\times10^3\) and \(b\approx5.9\times10^3\ \text{s}^{-1}\) if the delays of individual recorded steps are exponentially distributed, and use the RC relation if the delay is instead set by a filter and a midpoint threshold, with noise low enough that repeated crossings are rare. To decide, apply test steps at known times and look at the spread of the individual delays in the two-level record. For an exponential latency the standard deviation equals the mean; for a filter and threshold with low noise it is much smaller. Do not judge by the averaged signal before the threshold: the output of an RC filter is itself exponential there, although without noise its threshold delay is fixed. With the noise assumed above, the standard deviation of the first-crossing delay is about 0.2 to 0.3 of its mean, still well below the exponential case, and white noise added after the filter also shortens the mean delay, to about 45 µs at 5 µs sampling and 35 µs at 1 µs sampling.
